Metropolis sampling of dipolar local modes with stored local fields

Two dipoles p and p′ a distance r apart have an interaction energy that is linear in each of them. In atomic units a dipole is a charge times a length and an energy is a charge squared over a length, so the coefficient must scale as 1/r³. With n the unit vector joining the dipoles, symmetry under rotations and reflections allows two tensors only, δ_ab and n_a n_b:

T_ab = (A δ_ab + B n_a n_b)/r³.

The potential of a charge obeys Laplace's equation away from the charge, so T has zero trace: 3A + B = 0. Its form is therefore A(δ_ab − 3n_a n_b)/r³, and Coulomb's law sets A = 1.

The linearity in each dipole also limits the cost of a Monte Carlo trial. If the interaction energy is quadratic in all the dipoles, moving one of them by d changes it by a term linear in d plus a term quadratic in d. The linear coefficient is a vector, called here the local field at that site. It is an energy gradient, so its dipolar part points opposite to the electric field of the other dipoles. The quadratic coefficient is a constant matrix. If both are in memory, the rest of the crystal need not be consulted.

**Three sites by hand**

Take three sites with one scalar mode each, in dimensionless units, and the energy

E = Σ_i u_i⁴ + ½ Σ_ij J_ij u_i u_j, with J_ii = 1 and J_ij = −2 for i ≠ j.

The diagonal element stands for the interaction of a site with its own periodic images. Start from u = (1, 1, 0). The stored fields h_i = Σ_j J_ij u_j are

h₁ = 1 − 2 + 0 = −1
h₂ = −2 + 1 + 0 = −1
h₃ = −2 − 2 + 0 = −4.

The energy is 2 + ½(−1 − 1) = 1. Now try to move site 3 by d = 1. The quartic term changes by 1, the field term is d h₃ = −4, and the image term is ½J₃₃d² = ½, so

ΔE = 1 − 4 + ½ = −5/2.

Computed afresh, the state (1, 1, 1) has the field 1 − 2 − 2 = −3 on every site and the energy 3 + ½(−9) = −3/2. The difference from 1 is again −5/2.

The move lowers the energy and is accepted. Each field changes by J_j3 d:

h₁ = −1 − 2 = −3
h₂ = −1 − 2 = −3
h₃ = −4 + 1 = −3.

Site 3 must be included in the update; otherwise its next trial would start from −4.

Next try to move site 1 from 1 to 2. The quartic term rises by 16 − 1 = 15, and ΔE = 15 − 3 + ½ = 25/2. At kT = 1 the acceptance probability is exp(−12.5). If the trial is rejected, u is unchanged, so h is still correct and nothing is written. The old state is counted once more in the averages.

**The general energy change**

Let u_i be a three-component displacement on site i of a periodic block of N cubic cells with lattice constant a. The cell shape is fixed and the statistics are classical. The energy is

E = Σ_i V(u_i) + ½ Σ_ij u_i·J_ij·u_j
V(u) = κu² + αu⁴ + γ(x²y² + y²z² + z²x²),

where x, y, z are the components of u, and J_ij equals the transpose of J_ji. Replace u_i by u_i + d. The pair terms that contain site i become

½(u_i + d)·J_ii·(u_i + d) + Σ_{j≠i} (u_i + d)·J_ij·u_j.

The second sum has no factor ½ because the pairs ij and ji are equal. Subtracting the old value leaves

d·J_ii·u_i + ½d·J_ii·d + Σ_{j≠i} d·J_ij·u_j.

The first and third terms combine into d·h_i, with h_i = Σ_j J_ij·u_j including j = i. Hence

ΔE = V(u_i + d) − V(u_i) + d·h_i + ½ d·J_ii·d.

No term has been dropped. On acceptance, for every j including i,

h_j ← h_j + J_ji·d.

A uniform electric field F adds −Z* F·d to ΔE, with Z* the mode charge. If −Z* F is included in every stored h_i, the cost of a trial is unchanged. A change of cell shape is different: it alters J itself, and the stored matrix and fields must then be rebuilt or corrected.

**The Ewald matrix**

The dipole on a site is Z*u, and the electrons screen the interaction by ε∞. In atomic units the dipolar part of J_ij is (Z*²/ε∞)T_ij, where

T_ab(r) = −∂_a∂_b Σ_R 1/|r + R|.

Here R runs over the supercell translations, and for i = j the term R = 0 is left out. The sum converges only conditionally, so it is split with 1/r = erfc(ηr)/r + erf(ηr)/r.

For the short-range part define b(r) = −(1/r) d[erfc(ηr)/r]/dr. Since the derivative of erfc(ηr) is −(2η/√π)exp(−η²r²),

b = erfc(ηr)/r³ + (2η/√π) exp(−η²r²)/r².

The gradient of erfc(ηr)/r is −r_a b. A second derivative, with the minus sign of T, gives δ_ab b + r_a r_b b′/r. Writing c = −b′/r and differentiating,

c = 3erfc(ηr)/r⁵ + (2η/√π) exp(−η²r²)(2η² + 3/r²)/r²
T_ab(short) = Σ_R [δ_ab b − r_a r_b c],

with r replaced by r + R inside the sum.

The smooth part erf(ηr)/r is the potential of a Gaussian unit charge whose Fourier transform is exp(−G²/4η²). Poisson's equation divides this by G² and multiplies it by 4π. Two derivatives of exp(iG·r), with the minus sign, give +G_aG_b. For a supercell of volume Ω,

T_ab(smooth) = (4π/Ω) Σ_{G≠0} (G_aG_b/G²) exp(−G²/4η²) cos(G·r).

The sine parts cancel between G and −G. Leaving out G = 0 means that no macroscopic field acts on a uniformly polarized sample, as between short-circuited ideal electrodes.

For i = j the smooth sum contains the dipole's action on itself. Near the origin erf(ηr)/r = (2η/√π)(1 − η²r²/3 + …), so −∂_a∂_b of it is (2η/√π)(2η²/3)δ_ab. The term to subtract is

4η³/(3√π) δ_ab.

A direct sum over images gives an independent value. A large cube of images has surface charges that add 4π/(3Ω)δ_ab to T, and this must be removed to reach the short-circuited case. Take a 3×3×3 block and the displacement (a, a, 0). Direct sums over cubes reaching 15 and 30 supercells from the centre were extrapolated in the inverse square of the cube size. They agree with the Ewald values ΩT_xx = −10.5955 and ΩT_xy = −10.3079 to 3×10⁻⁸ in ΩT.

**Image term and uniform mode**

With G = 0 removed, the periodic potential of a unit charge obeys −∇²φ = 4π[Σ_R δ(r − R) − 1/Ω]. Away from the charges, or at a site once its own 1/r is removed, the trace of T is −4π/Ω. In a cubic supercell the three diagonal elements of T_ii are equal and the others vanish, so

T_ii = −4π/(3Ω) δ_ab.

If all modes are equal, the sum over j restores the full lattice with one dipole per volume a³, and Σ_j T_ij = −4π/(3a³)δ_ab.

Each nearest-neighbour bond adds a coupling j_L for the mode component along it and j_T for the two components across it. A given component has two bonds along it and four across it. The coupling eigenvalue of the uniform mode is therefore

λ = −4πZ*²/(3ε∞a³) + 2j_L + 4j_T.

For the worked example take the round values a = 4 Å, Z* = 10, ε∞ = 5.5, j_L = 1 and j_T = −2 eV/Å². In these units Z*²/ε∞ becomes 261.8 eV Å, and

λ = −(4π/3)(261.8/64) + 2 − 8 = −23.14 eV/Å².

Diagonalizing the full 648×648 coupling matrix of a 6×6×6 block gives this value as the lowest eigenvalue, with the next distinct one at −21.81 eV/Å². At the wavevectors that fit this block, the uniform mode is thus the most unstable. The image block there is the dipolar part of λ divided by 216, or −0.079 eV/Å². It is small but belongs in ΔE; without it the trial energy would not be the change of the stated E.

The on-site constants are κ = 10 eV/Å², α = 50 eV/Å⁴ and γ = −40 eV/Å⁴. At fixed u² the sum x²y² + y²z² + z²x² is largest, u⁴/3, when the components are equal in size, so negative γ favours the body diagonals. Along one of them a uniform state has the energy per cell

E/N = (κ + λ/2)u² + (α + γ/3)u⁴ = −1.568u² + 36.67u⁴,

with u in Å and energy in eV. Setting the derivative to zero gives u² = 1.568/(2×36.67), or u = 0.146 Å. The depth is 1.568²/(4×36.67) eV = 16.8 meV. The polarization Z*u/a³ is then 36.6 μC/cm². These values describe a uniform state without thermal motion.

**The Metropolis rule**

Draw a site at random and draw each component of d uniformly from an interval centred on zero. The forward and reverse proposals are then equally likely. Accept with probability min(1, exp(−ΔE/kT)). For two states with E₂ > E₁, the equilibrium flow upward is proportional to

exp(−E₁/kT) exp(−(E₂ − E₁)/kT) = exp(−E₂/kT),

and the flow downward is exp(−E₂/kT) × 1. They are equal, so the Boltzmann distribution is stationary. With ξ uniform on (0, 1], the rule is

accept if ΔE ≤ −kT ln ξ.

The full procedure is:

1. Compute J for all pairs and set h_i = Σ_j J_ij·u_j.
2. Choose i, d and ξ, and evaluate ΔE from u_i, h_i and J_ii.
3. If the rule accepts, add d to u_i and J_ji·d to every h_j. Otherwise write nothing.
4. Count the current state, whether new or old, in the averages, or record it at fixed intervals.
5. From time to time rebuild h from u to remove rounding drift.

The stored fields add no memory to the Markov chain, because h is a function of the current u.

**What the storage buys**

An update needs 9N multiplications and 6N additions to form the products J_ji·d, then 3N additions into the fields. Moving the mode itself takes three more, so the total is 18N + 3. Recomputing one field from all modes takes 9N multiplications and 3(3N − 1) additions, or 18N − 3. The trial energy takes 49 operations as coded, a number obtained by running the routine on numbers that count their own arithmetic. It is the same for N = 8, 64 and 216. Random numbers, the logarithm and the comparison are not included.

At acceptance p, a sweep of N trials costs

N[49 + p(18N + 3)].

At fixed p this still grows as N². The method that recomputes a field for every trial costs N[49 + 18N − 3], so the ratio of the two is

(46 + 18N)/(49 + p(18N + 3)) → 1/p for large N.

For N = 216 and p = 0.391 it is 3934/1570 = 2.5, already close to the limit of 2.56. The gain is large when most trials fail and vanishes as p approaches 1. A smaller p raises this ratio, but the ratio alone does not tell which step size is best. That depends on the cost per statistically independent state, which was not measured here. Because rejections are cheap, the best step may be longer than in the method that recomputes fields.

Timings also contain overhead. On one machine, going from N = 64 to 512 changed a trial from 1.1 to 1.2 μs and an accepted update from 2.7 to 5.9 μs. The update grew by a factor of 2.2 for eight times as many sites; a fixed overhead per call is a likely reason, but two sizes do not establish it.

The expanded matrix holds 9N² numbers, about 19 MB in double precision at N = 512. Translation symmetry allows a table by displacement with 9N numbers instead, at the price of looking up the displacement of each site during an update.

For a second kind of move, the stored fields alone do not give a constant cost. Shift all modes by the same d, and let Λ = Σ_j J_ij, which is the same for every site. Expanding the quadratic form as before gives

ΔE = Σ_i [V(u_i + d) − V(u_i)] + d·Σ_i h_i + ½N d·Λ·d.

On acceptance every field changes by Λ·d. If the sums are evaluated site by site, even a rejected trial costs of order N, because all on-site energies change. Accepted and rejected moves then have the same scaling. This can be avoided here because V is a polynomial of fourth degree. The on-site change follows from sums over the sites of products of the components of u, up to third degree, and Σ_i h_i = Λ·Σ_i u_i. With these sums in memory, a rejected shift costs the same for every N, but the sums must be updated after each accepted move.

**Two sites against quadrature**

A 1×1×2 block has six variables, few enough for direct integration of the Boltzmann weight. A uniform grid of 25 points per component from −0.36 to 0.36 Å, at 300 K, gives ⟨u²⟩ = 0.02414 Å². For the square of the mean mode of the two sites it gives 0.02050 Å².

A Metropolis run of 100,000 sweeps, with the first fifth discarded, gives 0.02378 ± 0.00013 and 0.02022 ± 0.00015 Å². The errors come from the scatter of 20 block averages. Both results are low by about 1.5%, which is 2.8 and 1.9 estimated errors. The two quantities are correlated, so these are not independent deviations. The comparison supports the sampler at the level of 1.5%, and a longer run would be needed to say more.

**Larger cells**

For larger cells there is an identity that needs no quadrature. Let q be any one mode component. The integral of ∂[q exp(−E/kT)]/∂q over all q vanishes, because E grows as the fourth power at large displacement; for negative γ, as here, α + γ/3 > 0 ensures this. Carrying out the derivative gives ⟨q ∂E/∂q⟩ = kT, and summing over components,

⟨Σ_i u_i·∂E/∂u_i⟩ = 3NkT.

The runs below start from a uniform state along a body diagonal with polarization 34.7 μC/cm². The trial cube has half-width 0.06 Å at 300 K, scaled as √T, and the first fifth of each run is discarded. Errors come from ten block averages. P is the mean magnitude of the cell's polarization vector.

300 K, 4×4×4, 2000 sweeps: P = 25.2 ± 0.6 μC/cm²
300 K, 6×6×6, 1200 sweeps: P = 26.6 ± 0.3 μC/cm²
300 K, 8×8×8, 500 sweeps: P = 28.0 ± 0.3 μC/cm²
800 K, 6×6×6, 1200 sweeps: P = 7.8 ± 0.4 μC/cm²

In the same order, the left side of the identity divided by 3NkT is 0.992, 0.980, 0.991 and 0.995. All four lie below one, by at most 2%. No error was assigned to these ratios, so the runs do not separate sampling noise from incomplete equilibration. Rounding drift is not the cause: at the end of each run the stored fields differed from rebuilt ones by less than 10⁻¹² eV/Å.

The runs do not show the polarization at 300 K to be converged with size. It rises by 1.4 μC/cm², or 5%, from the 6×6×6 to the 8×8×8 cell, which is several times the block errors. Most of this rise comes from the shortness of the runs. Well-equilibrated sampling of the same energy, started both above and below the final polarization, gives about 26.4, 26.8, 27.0 and 27.2 μC/cm² for cells of edge 4, 6, 8 and 12. The rise from 6×6×6 to 8×8×8 is then only about 0.25 μC/cm². The 8×8×8 entry above is about 0.9 too high, more than three times its quoted error, and the 4×4×4 entry is about 1.1 too low. Block errors from runs this short can be too small, and the tabulated values should be read as uncertain by about 1 μC/cm².

The two temperatures differ mainly in alignment. In the 6×6×6 cell ⟨u²⟩ is 0.0167 Å² at 300 K and 0.0157 Å² at 800 K, almost the same. At 300 K the mean mode is 0.106 Å, whose square is two thirds of ⟨u²⟩; at 800 K that share is about 6%. The magnitude of a fluctuating vector has a positive mean even when the vector averages to zero, so the remaining 7.8 μC/cm² is no proof of order. One size at 800 K cannot settle the question.

**Beside barium titanate**

The lattice constant, mode charge, screening and polarization of the example lie in the rough range of barium titanate, whose room-temperature polarization is roughly 25 μC/cm². The similar number is no prediction, since the parameters are round choices. The direction differs: the uniform well here lies along a body diagonal, whereas barium titanate at room temperature is tetragonal and polarized along a cube edge.

Three omissions can be sized:

Quantum motion: for a harmonic mode of stiffness K and mass M, ⟨q²⟩ = (ħω/2K) coth(ħω/2kT). With coth x ≈ 1/x + x/3 and ω² = K/M, this is kT/K + ħ²/(12MkT). For three harmonic components the addition to ⟨u²⟩ is ħ²/(4MkT). For a rough mass of 40 atomic mass units at 300 K this is 0.0010 Å², or 6% of the sampled ⟨u²⟩. It is not the net change in the present model, whose wells are anharmonic. Averaging V over a quantum spread σ² = ħ²/(12MkT) in each component raises κ by σ²(10α + 2γ) = 0.14 eV/Å². In the uniform well this lowers u² by 0.14/(2×36.67) = 0.0019 Å², more than the spread itself adds. Quantum motion therefore weakens the polarization here. These estimates hold at high temperature and fail when ħω is well above kT. At 300 K the model is near that limit: the largest coupling eigenvalue is about 30 eV/Å², so the stiffest modes have K ≈ 2κ + 30 = 50 eV/Å² and ħω ≈ 72 meV, about 2.8kT. For those modes the expansion overstates the quantum term by roughly 12%, so the numbers give the sign and rough size only.

Strain: a rough strain of 1% and a modulus of 200 GPa give ½ × 200 GPa × 0.01² × a³ = 4.0 meV per cell, 24% of the well depth. Strain coupling can therefore shift the preferred direction and the transition temperature; the fixed cell excludes it.

Electrodes: without screening charge, a uniformly polarized plate with its polarization normal to the faces has the extra energy 2πZ*²u²/(ε∞a³) per cell. With u = 0.106 Å this is 289 meV, about 17 times the well depth. Real electrodes screen imperfectly. If 6% of this depolarizing energy remained at the same polarization, it would already equal the well depth, and domains or a smaller polarization would be expected. Of the two energies sized here, strain and depolarization, the second is by far the larger.
